# The intrinsic spin Hall conductivity of a Rashba–Dresselhaus electron gas: a numerical check

```python
"""Intrinsic spin Hall response of a clean two-dimensional electron gas.

H = c0 k^2 + alpha (ky sx - kx sy) + beta (kx sx - ky sy), c0 = hbar^2/2m,
with sx, sy, sz Pauli matrices and x, y along the cubic axes.
Result under test, both branches occupied, electron charge -e:
  J_y^z / E_x = (e / 8 pi) sign(alpha^2 - beta^2).
For a field at angle chi from x, in units of e / 8 pi:
  transverse   = sign(alpha^2 - beta^2) (1 + r sin 2chi)
  longitudinal = -sign(alpha^2 - beta^2) r cos 2chi
  r = beta/alpha if |alpha| > |beta|, otherwise alpha/beta.
Spin is hbar/2 times a Pauli matrix; the spin current is {v, s_z}/2.
Energies are in meV and lengths in nm unless stated otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import expit

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)
SZ = np.array([[1, 0], [0, -1]], complex)
ID = np.eye(2, dtype=complex)

mass_ratio = 0.05
density_cm2 = 1e12
mobility_cm2 = 2e5
gap = 800.0             # assumed gap for the nonparabolicity estimate
photon = 0.8            # energy of the ac field quantum
field_v_cm = 1.0
meV = 1e-3 * const.e
c0 = const.hbar**2 / (2 * mass_ratio * const.m_e) / meV * 1e18
density = density_cm2 * 1e-14


def make_model(alpha, beta, kz2=np.inf, gap=None):
    """kz2: mean squared confinement wave number (finite: cubic terms on)."""
    return dict(alpha=alpha, beta=beta, kz2=kz2, gap=gap)


def hamiltonian(kx, ky, p):
    kinetic = c0 * (kx**2 + ky**2)
    if p["gap"] is not None:
        eg = p["gap"]
        kinetic = (-eg + np.sqrt(eg**2 + 4 * eg * kinetic)) / 2
    bx = p["alpha"] * ky + p["beta"] * kx * (1 - ky**2 / p["kz2"])
    by = -p["alpha"] * kx - p["beta"] * ky * (1 - kx**2 / p["kz2"])
    return (kinetic[..., None, None] * ID + bx[..., None, None] * SX
            + by[..., None, None] * SY)


def response_density(kx, ky, p, chi=0.0, omega=0.0):
    """Kubo response of the lower branch at k: transverse, longitudinal."""
    energy, states = np.linalg.eigh(hamiltonian(kx, ky, p))
    low, up = states[..., :, 0], states[..., :, 1]
    h = 1e-4

    def velocity(dx, dy):
        return (hamiltonian(kx + h * dx, ky + h * dy, p)
                - hamiltonian(kx - h * dx, ky - h * dy, p)) / (2 * h)

    def element(left, op, right):
        return np.einsum("...a,...ab,...b->...", left.conj(), op, right)

    c, s = np.cos(chi), np.sin(chi)
    v_field, v_side = velocity(c, s), velocity(-s, c)
    drive = element(up, v_field, low)
    split = energy[..., 1] - energy[..., 0]
    out = []
    for v in (v_side, v_field):
        current = (v @ SZ + SZ @ v) / 4
        out.append(-2 * np.imag(element(low, current, up) * drive)
                   / (split**2 - omega**2))
    return np.array(out), energy


def angles(n):
    return (np.arange(n) + 0.5) * 2 * np.pi / n


def fermi_radius(theta, p, mu, band):
    lo, hi = np.full(theta.shape, 1e-7), np.full(theta.shape, 0.6)
    for _ in range(48):
        mid = (lo + hi) / 2
        ham = hamiltonian(mid * np.cos(theta), mid * np.sin(theta), p)
        below = np.linalg.eigvalsh(ham)[..., band] < mu
        lo, hi = np.where(below, mid, lo), np.where(below, hi, mid)
    return (lo + hi) / 2


def annulus(p, mu, n_theta=64):
    """Points and weights of the region where only the lower branch is full."""
    theta = angles(n_theta)
    inner = fermi_radius(theta, p, mu, 1)
    outer = fermi_radius(theta, p, mu, 0)
    x, w = np.polynomial.legendre.leggauss(10)
    half = (outer - inner)[:, None] / 2
    k = (outer + inner)[:, None] / 2 + half * x
    weight = half * w * k * (2 * np.pi / n_theta) / (2 * np.pi)**2
    return k * np.cos(theta)[:, None], k * np.sin(theta)[:, None], weight


def conductivity(p, mu, chi=0.0, omega=0.0, n_theta=64):
    """Zero-temperature response in units of e / 8 pi."""
    kx, ky, weight = annulus(p, mu, n_theta)
    dens, _ = response_density(kx, ky, p, chi, omega)
    return 8 * np.pi * np.sum(dens * weight, axis=(1, 2))


def thermal_conductivity(p, mu, kt, k_max=0.6, n_k=3000, n_theta=48):
    """Transverse response with Fermi occupations, units of e / 8 pi."""
    theta = angles(n_theta)[:, None]
    k = (np.arange(n_k) + 0.5) * k_max / n_k
    dens, en = response_density(k * np.cos(theta), k * np.sin(theta), p)
    occ = expit((mu - en[..., 0]) / kt) - expit((mu - en[..., 1]) / kt)
    cell = k * (k_max / n_k) * (2 * np.pi / n_theta) / (2 * np.pi)**2
    return 8 * np.pi * np.sum(dens[0] * occ * cell)


def predicted(alpha, beta, chi):
    sign = np.sign(alpha**2 - beta**2)
    r = beta / alpha if abs(alpha) > abs(beta) else alpha / beta
    return np.array([sign * (1 + r * np.sin(2 * chi)),
                     -sign * r * np.cos(2 * chi)])


# Kubo sums against the result, including strong and nearly equal couplings
mu_test = 40.0
worst = 0.0
for a, b in [(10, 0), (0, 10), (10, 4), (4, 10), (-10, 4), (60, 25),
             (10, 9), (9, 10)]:
    for chi in (0.0, 0.4, np.pi / 4, -np.pi / 4):
        got = conductivity(make_model(a, b), mu_test, chi, n_theta=400)
        worst = max(worst, np.max(np.abs(got - predicted(a, b, chi))))
assert worst < 1e-5
equal_value = conductivity(make_model(10, 10), mu_test)[0]
assert abs(equal_value) < 1e-5

# One occupied branch: the universal value must be lost
rashba = make_model(10.0, 0.0)
e_rashba = 10.0**2 / (4 * c0)
one_branch = thermal_conductivity(rashba, -0.5 * e_rashba, e_rashba / 100,
                                  k_max=0.03, n_theta=16)
# the small temperature shifts the value by about 1e-4
assert abs(one_branch - np.sqrt(0.5)) < 1e-3


def propagated_spin(alpha, beta, cycles):
    """Solve the Schroedinger equation (hbar = e = 1) in a ramped field."""
    t_end, field, ky = 400.0, 1e-4, 0.9
    omega = 2 * np.pi * cycles / t_end

    def spin_orbit(kx):
        return ((alpha * ky + beta * kx) * SX
                - (alpha * kx + beta * ky) * SY)

    def rhs(t, y):
        e_t = field * np.sin(np.pi * t / (2 * t_end))**2 * np.cos(omega * t)
        dpsi = -1j * (spin_orbit(y[0].real) @ y[1:])
        return np.array([-e_t, dpsi[0], dpsi[1]])

    start = np.linalg.eigh(spin_orbit(0.7))[1][:, 0]
    y0 = np.concatenate(([0.7 + 0j], start))
    sol = solve_ivp(rhs, (0, t_end), y0, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    kx, psi = sol.y[0, -1].real, sol.y[1:, -1]
    s_z = 0.5 * np.real(psi.conj() @ SZ @ psi)
    size = np.hypot(alpha * ky + beta * kx, alpha * kx + beta * ky)
    formula = field * (alpha**2 - beta**2) * ky / (4 * size**3)
    formula *= (2 * size)**2 / ((2 * size)**2 - omega**2)
    return s_z, formula


tilt_error = 0.0
for a, b, cycles in [(1.0, 0.4, 0), (0.4, 1.0, 0), (1.0, 0.4, 80)]:
    s_z, formula = propagated_spin(a, b, cycles)
    tilt_error = max(tilt_error, abs(s_z / formula - 1))
# tolerance covers second-order effects of the finite field
assert tilt_error < 2e-3

# Spin torque operators, with spin in units of hbar and hbar = 1
qx, qy, sa, sb, sc = sp.symbols("qx qy alpha beta c", real=True)
px = sp.Matrix([[0, 1], [1, 0]])
py = sp.Matrix([[0, -sp.I], [sp.I, 0]])
pz = sp.Matrix([[1, 0], [0, -1]])
ham = (sc * (qx**2 + qy**2) * sp.eye(2) + sa * (qy * px - qx * py)
       + sb * (qx * px - qy * py))
torque_x = sp.I * (ham * px - px * ham) / 2
torque_y = sp.I * (ham * py - py * ham) / 2
assert sp.expand(torque_x + (sa * qx + sb * qy) * pz) == sp.zeros(2)
assert sp.expand(torque_y + (sa * qy + sb * qx) * pz) == sp.zeros(2)

# Spin gained by a displaced Fermi sea against the predicted spin current
for a, b in [(10.0, 4.0), (4.0, 10.0)]:
    p = make_model(a, b)
    kx, ky, weight = annulus(p, mu_test)

    def sea_spin(shift):
        low = np.linalg.eigh(hamiltonian(kx + shift, ky, p))[1][..., :, 0]
        return np.array([np.sum(weight * 0.5 * np.real(np.einsum(
            "...a,ab,...b->...", low.conj(), s, low))) for s in (SX, SY)])

    step = 1e-4
    gain = -(sea_spin(step) - sea_spin(-step)) / (2 * step)
    j_y, j_x = predicted(a, b, 0.0) / (8 * np.pi)
    balance = -np.array([a * j_x + b * j_y, a * j_y + b * j_x]) / c0
    assert np.max(np.abs(gain - balance)) < 1e-4 * np.max(np.abs(balance))

# Worked example
k_fermi = np.sqrt(2 * np.pi * density)
tau = mass_ratio * const.m_e * mobility_cm2 * 1e-4 / const.e
broadening = const.hbar / tau / meV
unit_siemens = const.e / (8 * np.pi) * 2 * const.e / const.hbar
swing = field_v_cm * 1e-4 / photon
print(f"mass: {mass_ratio} m_e")
print(f"density: {density_cm2:.1e} cm^-2")
print(f"mobility: {mobility_cm2:.1e} cm2/Vs")
print(f"hbar^2/2m: {c0:.2f} meV nm^2")
print(f"mean Fermi wave number: {k_fermi:.4f} nm^-1")
print(f"scattering time: {tau * 1e12:.3f} ps")
print(f"hbar/tau: {broadening:.4f} meV")
print(f"ac quantum: {photon} meV")
print(f"ac frequency: {photon * meV / const.h / 1e12:.4f} THz")
print(f"omega tau: {photon / broadening:.2f}")
print(f"e/8pi: {const.e / (8 * np.pi):.4e} C")
print(f"e/8pi times 2e/hbar: {unit_siemens * 1e6:.3f} uS")
print(f"field: {field_v_cm} V/cm")
print(f"spin current at e/8pi, as charge current: "
      f"{unit_siemens * field_v_cm * 1e6:.3f} uA/cm")
print(f"k swing in ac field: {swing:.3e} nm^-1")
print(f"|alpha-beta| where least splitting = hbar/tau: "
      f"{broadening / (2 * k_fermi):.3f} meV nm")

for name, a, b, width in [("A", 10.0, 4.0, 8.0), ("B", 4.0, 10.0, 5.0)]:
    p = make_model(a, b)
    kz2 = (np.pi / width)**2
    mu = 2 * np.pi * density * c0 - (a**2 + b**2) / (2 * c0)
    theta = angles(64)
    radii = [fermi_radius(theta, p, mu, band) for band in (0, 1)]
    counted = sum(np.mean(r**2) for r in radii) / (4 * np.pi)
    assert abs(counted / density - 1) < 1e-8
    g = np.sqrt(a**2 + b**2 + 2 * a * b * np.sin(2 * theta))
    assert np.max(np.abs(radii[0] - radii[1] - g / c0)) < 1e-9
    kx, ky, _ = annulus(p, mu)
    en = np.linalg.eigvalsh(hamiltonian(kx, ky, p))
    split = en[..., 1] - en[..., 0]
    along_x = conductivity(p, mu)
    s110 = conductivity(p, mu, np.pi / 4)[0]
    s1m10 = conductivity(p, mu, -np.pi / 4)[0]
    ac = conductivity(p, mu, omega=photon)[0]
    cubic = conductivity(make_model(a, b, kz2), mu, n_theta=128)[0]
    kane = conductivity(make_model(a, b, gap=gap), mu)[0]
    assert abs(kane - along_x[0]) < 5e-3
    warm = [thermal_conductivity(p, mu, const.k * t / meV)
            for t in (4.2, 77.0)]
    print(f"{name}: alpha {a}, beta {b} meV nm, width {width} nm")
    print(f"{name}: Fermi energy {mu:.3f} meV")
    print(f"{name}: splitting {split.min():.3f} to {split.max():.3f} meV")
    print(f"{name}: least annulus width {abs(a - b) / c0:.5f} nm^-1")
    print(f"{name}: responses below in units of e/8pi")
    print(f"{name}: transverse, E on [100]: {along_x[0]:.5f}")
    print(f"{name}: longitudinal, E on [100]: {along_x[1]:.5f}")
    print(f"{name}: transverse, E on [110]: {s110:.5f}")
    print(f"{name}: transverse, E on [1-10]: {s1m10:.5f}")
    print(f"{name}: [100] at the ac frequency: {ac:.4f}")
    print(f"{name}: [100] at 4.2 K: {warm[0]:.5f}")
    print(f"{name}: [100] at 77 K, same mu: {warm[1]:.5f}")
    print(f"{name}: bulk cubic coefficient {b / kz2:.2f} meV nm^3")
    print(f"{name}: kF^2/<kz^2> {k_fermi**2 / kz2:.3f}")
    print(f"{name}: [100] with cubic Dresselhaus: {cubic:.4f}")
    print(f"{name}: [100] nonparabolic, gap {gap:.0f} meV: {kane:.5f}")
    print(f"{name}: (hbar/tau / least splitting)^2: "
          f"{(broadening / split.min())**2:.2e}")

print(f"Rashba energy, alpha 10 meV nm: {e_rashba:.4f} meV")
print(f"one branch, E_F = -E_R/2: {one_branch:.4f} e/8pi")
print(f"alpha = beta: {abs(equal_value):.1e} e/8pi")
print(f"largest Kubo deviation: {worst:.1e} e/8pi")
print(f"largest relative spin-tilt deviation: {tilt_error:.1e}")
print("checks complete")
```

It prints:

```
mass: 0.05 m_e
density: 1.0e+12 cm^-2
mobility: 2.0e+05 cm2/Vs
hbar^2/2m: 762.00 meV nm^2
mean Fermi wave number: 0.2507 nm^-1
scattering time: 5.686 ps
hbar/tau: 0.1158 meV
ac quantum: 0.8 meV
ac frequency: 0.1934 THz
omega tau: 6.91
e/8pi: 6.3749e-21 C
e/8pi times 2e/hbar: 19.370 uS
field: 1.0 V/cm
spin current at e/8pi, as charge current: 19.370 uA/cm
k swing in ac field: 1.250e-04 nm^-1
|alpha-beta| where least splitting = hbar/tau: 0.231 meV nm
A: alpha 10.0, beta 4.0 meV nm, width 8.0 nm
A: Fermi energy 47.802 meV
A: splitting 2.975 to 7.261 meV
A: least annulus width 0.00787 nm^-1
A: responses below in units of e/8pi
A: transverse, E on [100]: 1.00000
A: longitudinal, E on [100]: -0.40000
A: transverse, E on [110]: 1.40000
A: transverse, E on [1-10]: 0.60000
A: [100] at the ac frequency: 1.0442
A: [100] at 4.2 K: 1.00000
A: [100] at 77 K, same mu: 0.99926
A: bulk cubic coefficient 25.94 meV nm^3
A: kF^2/<kz^2> 0.407
A: [100] with cubic Dresselhaus: 1.0000
A: [100] nonparabolic, gap 800 meV: 1.00005
A: (hbar/tau / least splitting)^2: 1.51e-03
B: alpha 4.0, beta 10.0 meV nm, width 5.0 nm
B: Fermi energy 47.802 meV
B: splitting 2.975 to 7.261 meV
B: least annulus width 0.00787 nm^-1
B: responses below in units of e/8pi
B: transverse, E on [100]: -1.00000
B: longitudinal, E on [100]: 0.40000
B: transverse, E on [110]: -1.40000
B: transverse, E on [1-10]: -0.60000
B: [100] at the ac frequency: -1.0442
B: [100] at 4.2 K: -1.00000
B: [100] at 77 K, same mu: -0.99926
B: bulk cubic coefficient 25.33 meV nm^3
B: kF^2/<kz^2> 0.159
B: [100] with cubic Dresselhaus: -0.9999
B: [100] nonparabolic, gap 800 meV: -1.00005
B: (hbar/tau / least splitting)^2: 1.51e-03
Rashba energy, alpha 10 meV nm: 0.0328 meV
one branch, E_F = -E_R/2: 0.7070 e/8pi
alpha = beta: 1.5e-16 e/8pi
largest Kubo deviation: 2.8e-09 e/8pi
largest relative spin-tilt deviation: 1.3e-05
checks complete
```
